# Which temperature conserves energy in a nongray phonon relaxation-time model?

**Question**

I am solving the phonon Boltzmann equation for a heated chip layer. Each phonon group has its own relaxation time, and the collision term pulls its occupation towards a Bose distribution at the local temperature. I get that temperature from the local energy density: it is the temperature at which an equilibrium crystal would hold the same energy. Yet the heat flowing out of a hot region does not match the heat I put in. Is this a discretization error that will fade for smooth temperature fields, or is something wrong with my temperature?

**Answer**

The temperature is right as a label of energy content, but it is the wrong one for the collision term. The mismatch is part of the equations you are solving, so a finer grid will not remove it. Smoother fields need not remove it either.

**The condition that scattering must satisfy**

Let group \(j\) hold energy \(E_j\) per volume, averaged over directions, and let \(E_j(T)\) be its Bose equilibrium value. The collision term adds energy to the group at the rate \([E_j(T_*)-E_j]/\tau_j\), where \(T_*\) is the temperature put into the Bose distribution. Phonon–phonon scattering moves energy between groups without creating any, so \(T_*\) must satisfy

\[
\sum_j \frac{E_j(T_*)-E_j}{\tau_j}=0 .
\]

The energy-density temperature satisfies the same sum without the factors \(1/\tau_j\), which is a different equation.

For small departures from a base temperature \(T_0\), write \(T_*=T_0+\Theta\) and \(E_j(T_*)\approx E_j(T_0)+C_j\Theta\), with \(C_j\) the heat capacity per volume. Let \(e_j=E_j-E_j(T_0)\), and give each group its own temperature deviation \(\theta_j=e_j/C_j\). The total power created by collisions is then

\[
Q=\sum_j\frac{C_j\Theta-e_j}{\tau_j}=G(\Theta-\theta_p),
\]

\[
G=\sum_j\frac{C_j}{\tau_j},\qquad
\theta_p=\frac{\sum_j (C_j/\tau_j)\,\theta_j}{\sum_j C_j/\tau_j}.
\]

Since \(G>0\), energy is conserved if and only if \(\Theta=\theta_p\), the pseudotemperature. Your choice is \(\theta_L=\sum_j C_j\theta_j/\sum_j C_j\), which creates the power \(G(\theta_L-\theta_p)\).

To see when this vanishes, let \(\langle\cdot\rangle_C\) be an average weighted by \(C_j\), and let \(r_j=1/\tau_j\). Then

\[
\theta_p-\theta_L=\frac{\langle r\theta\rangle_C}{\langle r\rangle_C}-\langle\theta\rangle_C
=\frac{\langle r\theta\rangle_C-\langle r\rangle_C\langle\theta\rangle_C}{\langle r\rangle_C}.
\]

The numerator is the covariance of scattering rate and group temperature. It is zero if all \(\tau_j\) are equal (the gray case), if all groups share one temperature, or if the two quantities happen to be uncorrelated. If the fast-scattering groups are the hotter ones, \(\theta_p>\theta_L\) and your closure destroys energy. If they are the colder ones, it creates energy.

**Two groups, by hand**

Take two groups with 0.5 J/(cm³ K) each and relaxation times of 10 and 100 ps. Their \(C/\tau\) values are 0.05 and 0.005 W/(µm³ K), so \(G=0.055\) W/(µm³ K). Heat the fast group by 10 K, uniformly in space:

\[
\theta_L=\frac{10+0}{2}=5\ \text{K},\qquad
\theta_p=\frac{0.05\times10}{0.055}=9.09\ \text{K}.
\]

The energy-density closure starts with a false power of \(0.055\times(5-9.09)=-0.225\) W/µm³.

Its final state follows from a conservation law, but not that of energy. With \(de_j/dt=(C_j\theta_L-e_j)/\tau_j\), multiply by \(\tau_j\) and sum:

\[
\frac{d}{dt}\sum_j\tau_j e_j=\theta_L\sum_jC_j-\sum_je_j=0 .
\]

The last step is the definition of \(\theta_L\). When all groups have reached a common temperature \(\theta_f\), this gives

\[
\theta_f=\frac{\sum_j\tau_je_j(0)}{\sum_j\tau_jC_j}=\frac{10\times10+100\times0}{110}=0.909\ \text{K}.
\]

The correct answer is 5 K, so 82% of the added energy has disappeared. If the slow group is heated instead, the same closure ends at 9.09 K and has created energy.

The pace is wrong too. Let \(\delta=\theta_1-\theta_2\). For equal heat capacities the correct closure has \(\theta_p=(\tau_2\theta_1+\tau_1\theta_2)/(\tau_1+\tau_2)\). Hence \(\theta_p-\theta_1=-\tau_1\delta/(\tau_1+\tau_2)\) and \(\theta_p-\theta_2=\tau_2\delta/(\tau_1+\tau_2)\). Dividing by \(\tau_1\) and \(\tau_2\) and subtracting gives \(d\delta/dt=-2\delta/(\tau_1+\tau_2)\), a decay time of 55 ps. With \(\theta_L\), the rate is \(\tfrac12(1/\tau_1+1/\tau_2)\), a decay time of 18 ps.

**Steady heat lines**

Now let a source \(S\cos qx\) act on an infinite crystal. Any uniform part of the heating is assumed to be removed from the same groups at the same rates, so it drops out. A share \(p_j\) of the source enters group \(j\), equally in all directions, and \(\sum_jp_j=1\). For direction cosine \(\mu\), the amplitude of \(e^{iqx}\) obeys

\[
(1+i\chi_j\mu)\,e_j(\mu)=C_j\Theta+\tau_jp_jS,\qquad \chi_j=qv_j\tau_j ,
\]

where \(v_j\) is the group speed. Averaging over \(\mu\) from \(-1\) to \(1\), the odd imaginary part cancels:

\[
e_j=a_j(C_j\Theta+\tau_jp_jS),\qquad
a_j=\frac12\int_{-1}^{1}\frac{d\mu}{1+\chi_j^2\mu^2}=\frac{\arctan\chi_j}{\chi_j}.
\]

Insert this into the two closures, \(\sum_j(C_j\Theta-e_j)/\tau_j=0\) and \(\sum_j(C_j\Theta-e_j)=0\):

\[
\text{conserving:}\quad \Theta\sum_j\frac{C_j}{\tau_j}(1-a_j)=S\sum_ja_jp_j ,
\]
\[
\text{energy density:}\quad \Theta\sum_jC_j(1-a_j)=S\sum_ja_j\tau_jp_j .
\]

For either closure, the divergence of the heat flux is the source plus the collision power:

\[
\nabla\!\cdot\!J=S+\sum_j\frac{C_j\Theta-e_j}{\tau_j}
=\Theta\sum_j\frac{C_j}{\tau_j}(1-a_j)+S\sum_jp_j(1-a_j).
\]

Choose the source shares \(p_j=C_j/(\tau_jG)\), and let \(\langle a\rangle_r\) be the average of \(a_j\) weighted by \(C_j/\tau_j\). Since \(\tau_jp_j=C_j/G\), the closures become \(\Theta(1-\langle a\rangle)=(S/G)\langle a\rangle\), with \(\langle a\rangle_r\) in the conserving case and \(\langle a\rangle_C\) in the other. Adding \((S/G)(1-\langle a\rangle)\) to both sides gives

\[
\Theta+\frac SG=\frac{S/G}{1-\langle a\rangle}.
\]

The flux divergence is \(G(1-\langle a\rangle_r)(\Theta+S/G)\). It equals \(S\) for the conserving closure. The energy-density closure delivers the fraction

\[
F=\frac{1-\langle a\rangle_r}{1-\langle a\rangle_C}.
\]

When \(F<1\), the missing heat vanishes at the hot lines and reappears at the cold lines, where the cosine is negative; when \(F>1\) the signs are reversed. For this source the false power sums to zero over a full period, so a global energy balance can look perfect while the local one fails.

**Numbers for a model crystal**

Take three equal acoustic branches with \(\omega=(2k_0v_s/\pi)\sin(\pi k/2k_0)\), \(k_0=11\) nm⁻¹, \(v_s=6000\) m/s and \(1/\tau=BT_0\omega^2\), with \(B=10^{-19}\) s/K and \(T_0=300\) K. Sums over groups become integrals over \(k\) with the density of states \(3k^2/2\pi^2\) and the Bose heat capacity per mode, done by numerical quadrature. They give a heat capacity of 0.863 J/(cm³ K), a conductivity \(\kappa=\tfrac13\sum_jC_jv_j^2\tau_j=141\) W/(m K) and \(G=0.0365\) W/(µm³ K).

For a period of 400 nm and \(S=0.1\) W/µm³, the amplitudes at a hot line are:

- Fourier's law, \(S/\kappa q^2\): 2.9 K
- conserving solution: \(\theta_p=16.5\) K, with \(\theta_L=15.2\) K
- energy-density closure: 10.3 K, with \(F=0.67\)

The value of \(F\) can be traced by hand. Here \(S/G=0.1/0.0365=2.74\) K, and the ratio of the two values of \(\Theta+S/G\) is \((10.26+2.74)/(16.54+2.74)=0.67\). A third of the source is lost at the hot line, and the ripple is 38% below the conserving one.

The sign comes from the group temperatures. In the conserving solution \(\theta_j=a_j(\Theta+S/G)\). A group with a 490 nm path reaches only 3.6 K, while one with an 18 nm path reaches 18.8 K. In this model the path falls as the scattering rate rises, so fast-scattering groups are hotter at the hot line and \(\theta_p>\theta_L\).

The large excess over Fourier's law is a separate, physical effect. Relative to diffusion, a group's contribution to carrying heat away is multiplied by the factor \(3(1-a_j)/\chi_j^2\), which is only about 0.04 for the 490 nm path.

**Why smooth fields do not rescue the closure**

For long periods and bounded paths, \(1-a_j\approx\chi_j^2/3\), and

\[
F\to\frac{\left(\sum_jC_jv_j^2\tau_j\right)\left(\sum_jC_j\right)}{G\sum_jC_jv_j^2\tau_j^2}.
\]

The period has dropped out. For the two groups above, with equal speeds, this is \(55/(0.055\times5050)=0.20\), using the means of \(\tau\), \(1/\tau\) and \(\tau^2\) in picoseconds. This limit belongs to the shares \(p_j=C_j/(\tau_jG)\). For other shares, \(\sum_jC_j/G\) is replaced by \(\sum_j\tau_jp_j\): the same two groups give 0.60 for shares proportional to \(C_j\), 0.11 if only the fast group is heated, and 1.09 if only the slow one is. The relative gap between \(\theta_p\) and \(\theta_L\) does shrink as \(q^2\), but \(G\) multiplies it, and the diffusive heat removal \(\kappa q^2\Theta\) shrinks just as fast.

The model crystal is worse. At small \(k\), \(C\propto k^2\) and \(\tau\propto k^{-2}\), so the sum of \(Cv^2\tau^2\) diverges. With \(\chi=qc/k^2\), where \(c\) is a constant, and \(k=(qc)^{1/2}u\), the integral of \(k^2(1-a)\) scales as \(q^{3/2}\). The numerator of \(F\) still scales as \(q^2\), so \(F\propto q^{1/2}\). The table varies the period and keeps the crystal fixed. Its ratios do not depend on \(S\) in this linear model, but at the two longest periods \(S\) must be far below 0.1 W/µm³ for the ripple to stay small compared with \(T_0\):

| Period (nm) | \((\theta_p-\theta_L)/\theta_p\) | \(F\) |
|---:|---:|---:|
| 100 | 0.13 | 0.85 |
| 400 | 0.080 | 0.67 |
| 4000 | 0.0125 | 0.31 |
| 40000 | 0.0007 | 0.11 |

At 40 µm the two temperatures agree to better than 0.1%, yet the closure loses almost nine tenths of the heat. If something bounds the paths, such as the side walls of a thin sample, \(F\) levels off once the period is much longer than the longest path. In the opposite limit of very short periods, \(a_j\to0\) and \(F\to1\) if every group moves, because free flight then carries the heat away before collisions matter.

**How this compares with silicon**

The parameters lie in the rough regime of silicon near room temperature, where the conductivity is roughly 150 W/(m K). The model's heat capacity is far below silicon's rough 1.7 J/(cm³ K), mainly because optical modes are missing. Adding them as motionless modes with 0.61 J/(cm³ K) and an assumed relaxation time of 3 ps raises \(\theta_p\) to 18.9 K and cuts \(F\) to 0.175. They add \(0.61/3\) J/(cm³ K ps), or 0.20 W/(µm³ K), to \(G\), so with the shares \(p_j=C_j/(\tau_jG)\) they receive about 85% of the source. This heating causes both changes. A motionless group that receives no source has \(a_j=1\) and \(e_j=C_j\Theta\), so it drops out of both closures and of the flux divergence. If the whole source entered the acoustic groups in their former shares, \(\theta_p\) would stay at 16.5 K and \(F\) at 0.67.

Other changes, made one at a time at the 400 nm period, matter less for \(F\):

- Sound speeds of 8500, 5000 and 5000 m/s give \(F=0.60\).
- A source shared in proportion to \(C_j\) gives \(F=0.74\).
- An extra scattering rate \(v/(100\ \text{µm})\) leaves \(F\) near 0.67.

Stronger changes can reverse the sign of the error. A source shared in proportion to \(C_j\) among only the modes with \(k<0.3k_0\) gives \(F\approx1.4\). A wall rate \(v/(100\ \text{nm})\), closer to a thin chip layer, gives \(F\approx1.05\) if it relaxes towards the Bose distribution and enters the source shares, but 0.65 if it is elastic.

If 30% of every rate, an assumed share, conserves momentum by relaxing towards a drifting distribution, \(\theta_p\) falls by 13%. The ripple would change \(1/\tau\) by about 5.5% at the hot line, while the curvature of the Bose function shifts \(\theta_p\) by less than 0.1 K (−0.07 K at fixed group energies). In bulk conduction the median wavelength of the heat carriers is 2 nm, far below the period, which supports a particle picture. Interfaces, localized sources, crystal anisotropy and the full collision matrix are not included, so these values of \(F\) are not predictions for a device.

**What to change in your solver**

Compute \(\theta_p\) from the \(C/\tau\) weights and use it in the collision term. Use the same discrete groups and weights in both sums, so that they cancel. For large temperature differences, solve the first equation of this answer for \(T_*\) instead; each \(E_j(T)\) rises with \(T\), so for given \(\tau_j\) there is at most one root. If elastic scattering is written as relaxation towards a group's own directional average, it already conserves that group's energy, and its rate must be left out of the weights.

Keep \(\theta_L\) for reporting the energy content. The pseudotemperature is not a better thermometer reading: it is the parameter that restores energy conservation to a relaxation-time model. A full collision operator built from energy-conserving events needs no such parameter.
